# Two-level Kay-Moses potentials: norming constants, shape and transmission

## Problem

A particle moves on the whole line with Hamiltonian $H=-\tfrac12\,d^2/dx^2+V(x)$ in atomic units. Two energies $E_n=-\kappa_n^2/2$ are prescribed, with $\kappa_1>\kappa_2>0$. Choose two positive numbers $c_1,c_2$ and define

$$g_n(x)=c_ne^{-\kappa_nx},\qquad A_{mn}(x)=\frac{g_mg_n}{\kappa_m+\kappa_n},\qquad V=-\frac{d^2}{dx^2}\ln\det(1+A).$$

(a) Show that $V$ is smooth and has normalized bound states at $E_1$ and $E_2$. Identify the meaning of $c_n$.

(b) Find the reflection and transmission amplitudes for $k>0$, and decide whether there are further bound states.

(c) Determine which changes of $c_1,c_2$ merely translate $V$ and which change its shape. Examine the symmetric potential and the limit of distant wells.

(d) For an electron with levels at $-4$ and $-1$ eV, compare three members of the family.

## Solution

### (a) The potential and its two bound states

Primes denote $d/dx$. Let $g$ be the column vector with entries $g_n$, let $K=\mathrm{diag}(\kappa_1,\kappa_2)$, and let $M=1+A$. Because

$$A_{mn}(x)=\int_x^\infty g_m(y)g_n(y)\,dy,$$

any real vector $u$ obeys $u^TAu=\int_x^\infty(\sum_nu_ng_n)^2dy\ge0$. The eigenvalues of $M$ are therefore at least 1. The determinant never vanishes, and $V$ is smooth. Two identities follow from the definition of $A$:

$$A'=-gg^T,\qquad KA+AK=gg^T.$$

Now define $\psi=M^{-1}g$ and $s=g^T\psi$. The derivative of a log determinant is a trace, so

$$(\ln\det M)'=\mathrm{tr}(M^{-1}A')=-g^TM^{-1}g=-s,\qquad V=s'.$$

The components of $\psi$ will turn out to be the bound states. To find their equation, differentiate $M\psi=g$, using $M'=-gg^T$ and $g'=-Kg$:

$$M\psi'=-Kg+gs.$$

A second differentiation gives

$$M\psi''=K^2g-sKg+g\,(s'+g^T\psi').$$

This must be compared with $MK^2\psi$. The second identity for $A$ gives

$$AK^2-K^2A=(AK+KA)K-K(AK+KA)=gg^TK-Kgg^T,$$

and hence

$$MK^2\psi=K^2M\psi+(AK^2-K^2A)\psi=K^2g+g\,(g^TK\psi)-sKg.$$

Subtraction removes the terms $K^2g$ and $sKg$:

$$M(\psi''-K^2\psi)=g\,(s'+g^T\psi'-g^TK\psi).$$

Differentiating $s=g^T\psi$ directly gives $s'=g^T\psi'-g^TK\psi$, so the bracket is $2s'=2V$. Since $g=M\psi$, multiplication by $M^{-1}$ yields

$$\psi_n''=(\kappa_n^2+2V)\psi_n,$$

which is $H\psi_n=-\tfrac12\kappa_n^2\psi_n$.

For the normalization, differentiate the inverse matrix:

$$(M^{-1})'=-M^{-1}M'M^{-1}=M^{-1}gg^TM^{-1}=\psi\psi^T.$$

As $x\to+\infty$, $A\to0$ and $M^{-1}\to1$. For the other end write $A=GCG$, with $G=\mathrm{diag}(g_1,g_2)$ and $C_{mn}=1/(\kappa_m+\kappa_n)$. The matrix $C$ is the overlap matrix of the independent functions $e^{-\kappa_1y}$ and $e^{-\kappa_2y}$ on $(0,\infty)$, so its smallest eigenvalue $\lambda$ is positive. The eigenvalues of $A$ are then at least $\lambda\min_n g_n^2$, which diverges as $x\to-\infty$. Thus $M^{-1}\to0$ there, and integration gives

$$\int_{-\infty}^{\infty}\psi_m\psi_n\,dx=\delta_{mn}.$$

The equation $\psi=g-A\psi$ also fixes the right-hand tail:

$$\psi_n=g_n\left[1-\sum_m\frac{g_m\psi_m}{\kappa_n+\kappa_m}\right]\longrightarrow c_ne^{-\kappa_nx}\qquad(x\to+\infty).$$

The norming constant $c_n$ is therefore the amplitude of the right-hand tail of the normalized state. It measures how much of the state reaches far to the right, and it can be chosen freely once the energy is given.

### (b) Scattering amplitudes

Consider the trial function

$$f(x,k)=e^{ikx}(1-h),\qquad h=\sum_n\frac{g_n\psi_n}{\kappa_n-ik}.$$

Its derivatives follow from $g_n'=-\kappa_ng_n$:

$$h'=\sum_n\frac{g_n(\psi_n'-\kappa_n\psi_n)}{\kappa_n-ik},\qquad h''=\sum_n\frac{g_n(\psi_n''-2\kappa_n\psi_n'+\kappa_n^2\psi_n)}{\kappa_n-ik}.$$

Insert $\psi_n''=(\kappa_n^2+2V)\psi_n$. In the combination $h''+2ikh'$ the terms without $V$ contain the factor $2(\kappa_n-ik)$, which cancels the denominator:

$$h''+2ikh'=2Vh+2\sum_ng_n(\kappa_n\psi_n-\psi_n')=2Vh-2s'=2V(h-1).$$

Consequently

$$f''+k^2f=-e^{ikx}(h''+2ikh')=2Vf,$$

so $f$ solves the Schrödinger equation at energy $k^2/2$.

On the far right $h\to0$ and $f\to e^{ikx}$. On the far left, factor $M=G(C+G^{-2})G$. Because $G^{-1}g$ is the vector $\mathbf 1$ whose entries are both 1,

$$G\psi=(C+G^{-2})^{-1}\mathbf 1\longrightarrow z,\qquad Cz=\mathbf 1.$$

The products $g_n\psi_n$ thus tend to numbers $z_n$ that depend on the $\kappa$'s alone. Both norming constants have dropped out, and

$$f\longrightarrow a(k)e^{ikx},\qquad a(k)=1-\sum_n\frac{z_n}{\kappa_n-ik}.$$

To evaluate $a$ without solving for $z$, set $p=-ik$ and $F(p)=1-\sum_nz_n/(\kappa_n+p)$. The equation $Cz=\mathbf 1$ says that $F(\kappa_1)=F(\kappa_2)=0$. Over the common denominator $(p+\kappa_1)(p+\kappa_2)$ the numerator is a quadratic with leading coefficient 1, since $F\to1$ at large $p$. Its two zeros are now known, so

$$F(p)=\prod_n\frac{p-\kappa_n}{p+\kappa_n},\qquad a(k)=\prod_n\frac{k-i\kappa_n}{k+i\kappa_n}.$$

The second form follows on multiplying each numerator and denominator by $i$. There is no $e^{-ikx}$ on the left. Dividing $f$ by $a$ to make the incident amplitude 1 gives

$$r(k)=0,\qquad t(k)=\frac1{a(k)}=\prod_{n=1}^{2}\frac{k+i\kappa_n}{k-i\kappa_n}=\exp\left[2i\sum_n\arctan\frac{\kappa_n}{k}\right].$$

For incidence from the right, $f^*$ is the required solution. It has no reflected wave, and its transmission amplitude is $a^*=1/a=t$, because $|a|=1$.

The transparency does not mean that the particle passes as if $V$ were absent. With $\phi=\arg t$, a transmitted packet narrow in $k$ is centred where $x+d\phi/dk=kt_0$, with $t_0$ the time. It is therefore ahead of a free packet by

$$-\frac{d\phi}{dk}=\sum_n\frac{2\kappa_n}{k^2+\kappa_n^2}.$$

This advance is also independent of $c_1,c_2$.

The same function $f$ settles the number of bound states. At $k=iq$ with $q>0$ it behaves as $e^{-qx}$ on the right, and it is the decaying solution there up to a factor. On the left it behaves as $a(iq)e^{-qx}$, which grows unless

$$a(iq)=\prod_n\frac{q-\kappa_n}{q+\kappa_n}=0.$$

That happens at $q=\kappa_1$ and $q=\kappa_2$ and nowhere else. For $k>0$ the solutions are combinations of the waves $f$ and $f^*$, which are not normalizable. At $k=0$ one solution tends to 1 on the right and a second grows linearly, so no combination is normalizable. The potential has just the two prescribed bound states. The bounded solution at $k=0$ goes with $t(0)=1$: a slow particle is transmitted too.

### (c) Translation and change of shape

Put $B_n=c_n^2/(2\kappa_n)$ and $\rho=(\kappa_1-\kappa_2)/(\kappa_1+\kappa_2)$. The product of the diagonal elements of $A$ minus the squared off-diagonal element carries the factor

$$1-\frac{4\kappa_1\kappa_2}{(\kappa_1+\kappa_2)^2}=\rho^2,$$

so that

$$\det M=1+B_1e^{-2\kappa_1x}+B_2e^{-2\kappa_2x}+\rho^2B_1B_2e^{-2(\kappa_1+\kappa_2)x}.$$

Replace the norming constants by two positions $\xi_n$:

$$c_n^2=\frac{2\kappa_n}{\rho}e^{2\kappa_n\xi_n},\qquad\theta_n=\kappa_n(x-\xi_n).$$

Then $B_ne^{-2\kappa_nx}=e^{-2\theta_n}/\rho$. Multiplying the determinant by $e^{\theta_1+\theta_2}$ gives $2W$, where

$$W=\cosh(\theta_1+\theta_2)+\frac1\rho\cosh(\theta_1-\theta_2),\qquad V=-(\ln W)''.$$

The multiplier has a logarithm linear in $x$, which the second derivative removes.

Adding $a$ to both $\xi_n$ moves $V$ rigidly to the right by $a$. In terms of the original constants this is $c_n\to c_ne^{\kappa_na}$. Such a change leaves the shape alone.

The remaining parameter is $\delta=\xi_1-\xi_2$. Suppose two members were translates of each other by $a$. Their normalized bound states would be translates too, and their tail amplitudes would differ by the factors $e^{\kappa_na}$. Both $\xi_n$ would then differ by $a$, and $\delta$ would be the same. Members with different $\delta$ therefore have different graphs, even after any translation. In particular, changing $c_1$ alone changes $\delta$ and reshapes the potential.

Reflection $x\to-x$ together with $\xi_n\to-\xi_n$ reverses both $\theta_n$ and preserves $W$. Hence $-\delta$ gives the mirror image of $\delta$, and the potential is symmetric about some point if and only if $\delta=0$.

One integral stays fixed through all these changes. At large $|x|$ the first term of $W$ dominates, and $(\ln W)'\to\pm(\kappa_1+\kappa_2)$. Therefore

$$\int_{-\infty}^{\infty}V\,dx=-2(\kappa_1+\kappa_2).$$

**The symmetric member.** Take $\xi_1=\xi_2=0$ and write $S=\kappa_1+\kappa_2$, $D=\kappa_1-\kappa_2$, so $1/\rho=S/D$. At the origin $W'=0$ and

$$\frac{W''}{W}=\frac{S^2+SD}{1+S/D}=SD,\qquad \frac{W''''}{W}=\frac{S^4+SD^3}{1+S/D}=SD(S^2-SD+D^2).$$

The first ratio gives the central value

$$V(0)=-(\kappa_1^2-\kappa_2^2)=-2(|E_1|-|E_2|).$$

For an even function $W$, $(\ln W)''''=W''''/W-3(W''/W)^2$ at the origin, so

$$V''(0)=SD(4SD-S^2-D^2)=2(\kappa_1^2-\kappa_2^2)(\kappa_1^2-3\kappa_2^2).$$

The centre is a minimum for $|E_1|>3|E_2|$ and a local maximum for $|E_1|<3|E_2|$. Within this family, the symmetric potential thus has a barrier in the middle when the levels are close enough. For levels at $-3$ and $-2.2$ eV, for instance, the barrier top lies at $-1.6$ eV.

When $\kappa_1=2\kappa_2$, as in part (d), $\rho=1/3$. With $u=\kappa_2x$, $W=\cosh3u+3\cosh u=4\cosh^3u$. Taking the second logarithmic derivative gives the Pöschl-Teller well

$$V=-3\kappa_2^2\,\mathrm{sech}^2(\kappa_2x).$$

**Distant wells.** Let $\delta$ be large and positive. Near $\xi_1$, $\theta_2$ is large and positive, so

$$2W\simeq e^{\theta_2}\left(e^{\theta_1}+\frac{e^{-\theta_1}}\rho\right)=\frac{2e^{\theta_2}}{\sqrt\rho}\cosh\left(\theta_1-\frac12\ln\frac1\rho\right).$$

Near $\xi_2$, $\theta_1$ is large and negative, and

$$2W\simeq e^{-\theta_1}\left(e^{-\theta_2}+\frac{e^{\theta_2}}\rho\right)=\frac{2e^{-\theta_1}}{\sqrt\rho}\cosh\left(\theta_2+\frac12\ln\frac1\rho\right).$$

The exponential prefactors do not contribute to $V$. What remains is two separate wells,

$$V\simeq-\sum_n\kappa_n^2\,\mathrm{sech}^2[\kappa_n(x-X_n)],$$

$$X_1=\xi_1+\frac{\ln(1/\rho)}{2\kappa_1},\qquad X_2=\xi_2-\frac{\ln(1/\rho)}{2\kappa_2}.$$

Each well has depth $2|E_n|$ and holds one of the states. This limit makes the invariance of $t$ easy to picture. Neither well reflects, so no wave travels back and forth between them. The amplitudes multiply, with no interference term that could depend on their distance. The proof in part (b) extends the same product to overlapping wells, where this picture no longer applies.

The construction requires distinct levels. At $\kappa_1=\kappa_2$ the matrix $C$ is singular and $\rho=0$, in keeping with the absence of degenerate bound states on a line.

### (d) Three shapes with the same transmission

The example is a one-dimensional model with the free-electron mass and no electron-electron interaction. The levels are round parameters and represent no material. In hartree they are $-0.14700$ and $-0.03675$, which gives $\kappa_1=1.0246$ and $\kappa_2=0.5123$ Å$^{-1}$.

Set $\xi_1=-\xi_2=\delta/2$. At $\delta=0$,

$$c_1=\sqrt{6\kappa_1}=2.479\ \text{Å}^{-1/2},\qquad c_2=\sqrt{6\kappa_2}=1.753\ \text{Å}^{-1/2}.$$

For $\delta=2$ Å these are multiplied by $e^{1.0246}$ and $e^{-0.5123}$, giving 6.908 and 1.050 Å$^{-1/2}$. For $\delta=6$ Å they are 53.62 and 0.377 Å$^{-1/2}$. The minima of $V$ and the mean positions of the two states are as follows.

| $\delta$ (Å) | Minima of $V$ (eV) | Their positions (Å) | $\langle x\rangle_1,\langle x\rangle_2$ (Å) |
|---|---|---|---|
| 0 | $-6.00$ | 0 | 0, 0 |
| 2 | $-7.47,\,-2.06$ | $1.52,\,-1.98$ | $1.41,\,-1.82$ |
| 6 | $-7.99,\,-2.00$ | $3.54,\,-4.07$ | $3.53,\,-4.07$ |

The symmetric well has the depth $2(4-1)=6$ eV found above. By $\delta=2$ Å it has split into a deep and a shallow well, with the lower state centred on the right and the upper state on the left. The value at the origin rises from $-6.00$ to $-2.23$ and then to $-0.14$ eV. These are changes of shape, since no translation can alter the depth of a minimum. Diagonalization of the Hamiltonian nevertheless returns $-4.000000$ and $-1.000000$ eV in all three cases.

The area is fixed as well. From $|E_1|=\hbar^2\kappa_1^2/2m$, the conversion factor is $\hbar^2/m=8/(1.02463)^2=7.620$ eV Å$^2$. The area is then $-2(1.02463+0.51232)(7.620)=-23.42$ eV Å, in agreement with the integral of each potential.

At $\delta=6$ Å the distant-well formula applies. Since $\ln3/(2\kappa_1)=0.536$ Å and $\ln3/(2\kappa_2)=1.072$ Å, the centres are at $3.536$ and $-4.072$ Å. The sum of the two isolated wells differs from the full potential by at most 0.013 eV on the computational grid. At $\delta=12$ Å the largest difference is $2.8\times10^{-5}$ eV. The terms neglected near the deep well scale as $e^{-2\kappa_2\delta}$, which predicts a reduction by $e^{-6.15}\approx0.0021$. The computed ratio is also 0.0021.

For scattering at 1 eV, $\kappa_n/k=\sqrt{|E_n|/E}$ equals 2 and 1, so

$$\arg t=2(\arctan2+\arctan1)=3.785\ \text{rad}.$$

At 0.1 and 5 eV the phases are 5.357 and 2.301 rad. Direct integration of the wave equation through each potential reproduces these phases. Over the three energies and three shapes, $|r|^2$ stays below $10^{-21}$, and the complex amplitude $t$ differs from its value for the symmetric shape by at most $2.7\times10^{-11}$. Both are at the level of numerical error.

The advance of a packet at 1 eV is also common to the three potentials. Here $k=\kappa_2$ and $\kappa_1=2\kappa_2$, so it equals

$$\frac1{\kappa_2}\left(1+\frac45\right)=\frac{1.8}{0.5123}\ \text{Å}=3.5\ \text{Å}.$$

Equal area alone does not make a potential transparent. Place the two isolated $\mathrm{sech}^2$ wells on top of each other at $x=0$. The area is held at $-23.42$ eV Å, but the levels are not held fixed. This potential reflects with probability 0.47 at 0.1 eV, 0.021 at 1 eV and $1.0\times10^{-4}$ at 5 eV. Each well is transparent alone, but their overlapping sum is not. The member of the family with $\delta=0$ is a different potential, the single well $-3\kappa_2^2\,\mathrm{sech}^2(\kappa_2x)$, and it does not reflect.

Within the family, then, the two energies and the transmission amplitude at every $k>0$ do not determine where the wells lie or how deep they are. The missing information is in the norming constants, that is, in the tails of the bound states. The numerical output lists the values for each shape.

## Table of computed values

```
prescribed levels: -4.0, -1.0 eV = -0.146997, -0.036749 hartree
kappa1, kappa2 = 1.02463, 0.51232 1/angstrom; rho = 0.33333
formula phase of t at 0.1 eV = 5.356999 rad
formula phase of t at 1.0 eV = 3.785094 rad
formula phase of t at 5.0 eV = 2.300524 rad
--- delta = 0.0 angstrom
c1, c2 = 2.47948, 1.75325 angstrom^-1/2
levels by diagonalization = -4.000000, -1.000000 eV
minima of V: -6.0000 eV at 0.000 angstrom
V at -4,-2,0,2,4 angstrom = -0.3854, -2.4264, -6.0000, -2.4264, -0.3854 eV
mean position, lower and upper state = 0.0000, -0.0000 angstrom
area of V = -23.42301 eV angstrom
integrated phase of t = 5.356999, 3.785094, 2.300524 rad
largest |r|^2 = 2.9e-23
--- delta = 2.0 angstrom
c1, c2 = 6.90800, 1.05039 angstrom^-1/2
levels by diagonalization = -4.000000, -1.000000 eV
minima of V: -2.0625 eV at -1.980 angstrom; -7.4685 eV at 1.519 angstrom
V at -4,-2,0,2,4 angstrom = -0.8585, -2.0623, -2.2337, -6.1336, -0.3337 eV
mean position, lower and upper state = 1.4077, -1.8154 angstrom
area of V = -23.42301 eV angstrom
integrated phase of t = 5.356999, 3.785094, 2.300524 rad
largest |r|^2 = 1.1e-22
--- delta = 6.0 angstrom
c1, c2 = 53.62136, 0.37701 angstrom^-1/2
levels by diagonalization = -4.000000, -1.000000 eV
minima of V: -2.0000 eV at -4.072 angstrom; -7.9901 eV at 3.536 angstrom
V at -4,-2,0,2,4 angstrom = -1.9973, -0.7640, -0.1431, -1.2827, -6.4285 eV
mean position, lower and upper state = 3.5336, -4.0672 angstrom
area of V = -23.42301 eV angstrom
integrated phase of t = 5.356999, 3.785094, 2.300524 rad
largest |r|^2 = 5.3e-22
--- comparisons
largest change of complex t between the three shapes = 2.7e-11
delta = 6 angstrom: isolated-well centres 3.5361, -4.0722 angstrom; largest deviation 1.31e-02 eV
delta = 12 angstrom: isolated-well centres 6.5361, -7.0722 angstrom; largest deviation 2.81e-05 eV
control, both isolated wells centred at 0: |r|^2 at 0.1, 1, 5 eV = 4.689e-01, 2.074e-02, 1.012e-04
second pair -3.0, -2.2 eV: V(0) at delta = 0 is -1.6000 eV
```
